# Inversion charge in silicon: integrated electron density against the charge-sheet expression

## Problem

A thick p-type silicon substrate under an oxide contains \(N_A=10^{17}\ \mathrm{cm^{-3}}\) acceptors. Take \(T=300\) K, relative permittivity 11.7 and the rough value \(n_i=10^{10}\ \mathrm{cm^{-3}}\). The doping is uniform, all acceptors are ionised, carriers obey Boltzmann statistics, and there is no channel bias. The potential \(\psi\) is zero in the neutral bulk and \(\psi_s>0\) at the surface.

(a) Express the inversion charge as an integral of electron density over potential.

(b) Derive the charge-sheet expression and find the sign and cause of its error at equal \(\psi_s\).

(c) Find a formula for that error that covers weak to strong inversion, and check its weak-inversion limit separately.

(d) Evaluate both charges from \(\psi_s=0.45\) V to 1.04 V. What happens if the thermal voltage is omitted from the depletion charge?

(e) Compare the error with the effects that the classical model leaves out.

All charges below are magnitudes per unit area.

## Solution

### (a) The integral over potential

Let \(\phi_t=kT/q\) and \(u=\psi/\phi_t\). The carrier densities are

\[
p=p_0e^{-u},\qquad n=n_0e^{u}.
\]

Bulk neutrality requires \(p_0-n_0=N_A\), and equilibrium requires \(p_0n_0=n_i^2\). Writing \(p_0=n_ie^{u_F}\) and \(n_0=n_ie^{-u_F}\) satisfies the second condition; the first then gives

\[
u_F=\operatorname{arsinh}\frac{N_A}{2n_i},\qquad
r\equiv\frac{n_0}{p_0}=e^{-2u_F}.
\]

The bulk potential is \(\phi_F=u_F\phi_t\). Here weak inversion means \(\phi_F<\psi_s<2\phi_F\), and strong inversion means that \(\psi_s\) exceeds \(2\phi_F\) by more than about \(6\phi_t\). Moderate inversion lies between them.

With \(x\) pointing into the silicon, the charge density is \(\rho=q(p-n-N_A)\). Replacing \(N_A\) by \(p_0-n_0\) in Poisson's equation, \(\psi''=-\rho/\varepsilon\), gives

\[
\frac{d^2\psi}{dx^2}=\frac{q}{\varepsilon}
\left[p_0(1-e^{-u})+n_0(e^u-1)\right].
\]

Multiply by \(2\,d\psi/dx\). The left side becomes the derivative of \((d\psi/dx)^2\). Integrate from the bulk, where both potential and field vanish, using \(d\psi=\phi_t\,du\):

\[
E^2=\frac{2q\phi_t}{\varepsilon}
\left[p_0(e^{-u}+u-1)+n_0(e^u-u-1)\right].
\]

The potential falls with depth, so \(E=-d\psi/dx\) is positive. Define

\[
A=\sqrt{2q\varepsilon p_0\phi_t},\qquad
F_0^2=e^{-u}+u-1,
\]
\[
F^2=F_0^2+r(e^u-u-1).
\]

Then \(E=AF/\varepsilon\), and Gauss's law gives the total semiconductor charge

\[
Q_{\rm tot}=\varepsilon E(u_s)=AF(u_s).
\]

The integral of \(n\) itself over an infinitely thick substrate diverges, because \(n\to n_0\) in the bulk. The inversion charge is therefore defined through the excess \(n-n_0\). Since \(dx=-\phi_t\,du/E\), reversing the limits removes the minus sign:

\[
Q_i=q\int_0^\infty(n-n_0)\,dx
=q\phi_t n_0\frac{\varepsilon}{A}\int_0^{u_s}\frac{e^u-1}{F(u)}\,du.
\]

From \(A^2=2q\varepsilon p_0\phi_t\), the prefactor is \(q\varepsilon p_0\phi_t r/A=Ar/2\). Thus

\[
\boxed{Q_i=\frac A2\int_0^{u_s}\frac{r(e^u-1)}{F(u)}\,du}.
\]

The integrand stays finite at \(u=0\), where numerator and \(F\) both vanish linearly. This result is exact within the stated classical model.

### (b) The charge sheet and its error

Now imagine that all excess electrons lie in a sheet of zero thickness at the surface. Below the sheet, the potential is bent by holes and acceptors alone. Its squared field is found from the same first integral with the electron term removed, so the depletion charge is \(AF_0(u_s)\). Subtracting it from the total gives

\[
Q_{\rm sheet}=A[F(u_s)-F_0(u_s)].
\]

For the potentials considered here, \(u_s\) is at least about 17. The term \(e^{-u_s}\) is then negligible beside \(u_s-1\), and \(r(u_s+1)\) is negligible beside \(re^{u_s}\). The familiar form follows:

\[
\boxed{Q_{cs}=A\left[\sqrt{u_s-1+e^{u_s-2u_F}}-\sqrt{u_s-1}\right]}.
\]

At the eight potentials evaluated below, dropping these terms changes the sheet charge by less than two parts in \(10^6\).

To compare it with the integral, differentiate \(F^2\):

\[
2F\frac{dF}{du}=(1-e^{-u})+r(e^u-1).
\]

Divide by \(2F\) and integrate from zero, where \(F=0\):

\[
F(u_s)=\frac12\int_0^{u_s}\frac{1-e^{-u}}F\,du
+\frac12\int_0^{u_s}\frac{r(e^u-1)}F\,du.
\]

The second term is \(Q_i/A\). The first is therefore the true non-electron charge divided by \(A\). The same operation on \(F_0\) gives

\[
F_0(u_s)=\frac12\int_0^{u_s}\frac{1-e^{-u}}{F_0}\,du.
\]

Solve the first equation for \(Q_i/A\), then subtract \(Q_{\rm sheet}/A=F-F_0\). The two \(F(u_s)\) terms cancel:

\[
\boxed{Q_i-Q_{\rm sheet}=\frac A2\int_0^{u_s}(1-e^{-u})
\left(\frac1{F_0}-\frac1F\right)du>0}.
\]

The sign follows from \(F>F_0\) for every \(u>0\). Electrons of finite depth raise the field within their own layer, so a given potential drop there occupies less depth and uncovers fewer acceptors. The sheet model ignores this, overstates the depletion charge, and leaves too little for the electrons.

The two descriptions have the same \(Q_{\rm tot}(\psi_s)\), apart from the negligible terms just dropped. For a given oxide and flat-band voltage, equal surface potential therefore also means equal gate voltage. The error lies in how the charge is divided.

### (c) One error formula for all inversion regimes

Let \(w=u_s-1\), and define the shortfall relative to the charge-sheet value:

\[
\delta=\frac{Q_i}{Q_{cs}}-1.
\]

The difference integral gets its weight from the region near the surface where electrons affect the field. There \(e^{-u}\) is negligible, and

\[
F_0^2\simeq u-1,\qquad F^2\simeq u-1+e^{u-2u_F}.
\]

Hence

\[
\frac{Q_i-Q_{cs}}A\simeq\frac12\int^{u_s}
\frac{du}{\sqrt{u-1}}
\left[1-\left(1+\frac{e^{u-2u_F}}{u-1}\right)^{-1/2}\right].
\]

The exponential varies over one unit of \(u\), whereas \(u-1\) varies over \(w\) units. To leading order in \(1/w\), replace \(u-1\) by \(w\). Set

\[
y=\frac{e^{u-2u_F}}w,\qquad
\eta=\frac{e^{u_s-2u_F}}w,\qquad du=\frac{dy}{y}.
\]

Extending the lower limit to \(y=0\) adds an exponentially small amount:

\[
\frac{Q_i-Q_{cs}}A\simeq\frac1{2\sqrt w}
\int_0^\eta\left[1-\frac1{\sqrt{1+y}}\right]\frac{dy}{y}.
\]

Put \(s=\sqrt{1+y}\), so that \(dy=2s\,ds\) and \(y=(s-1)(s+1)\). The integrand becomes

\[
\frac{s-1}{s}\,\frac{2s\,ds}{(s-1)(s+1)}=\frac{2\,ds}{s+1}.
\]

With \(S=\sqrt{1+\eta}\), integration from \(s=1\) to \(S\) gives

\[
\frac{Q_i-Q_{cs}}A\simeq\frac1{\sqrt w}\ln\frac{1+S}{2}.
\]

The charge-sheet expression itself is \(Q_{cs}=A\sqrt w(S-1)\). Define

\[
z=\frac{Q_{cs}}{2A\sqrt w}=\frac{S-1}{2},
\]

which is half the ratio of inversion to depletion charge in the sheet model. Then \((1+S)/2=1+z\), and division by \(Q_{cs}=2A\sqrt w\,z\) yields

\[
\boxed{\delta\simeq\frac{\ln(1+z)}{2wz}}.
\]

For \(z\ll1\), \(\ln(1+z)\simeq z\), and the shortfall is \(1/(2w)\). For \(z\gg1\), it becomes \(\ln z/(2wz)\), which tends to zero because the electron charge grows faster than the logarithm. The absolute difference, \(A\ln(1+z)/\sqrt w\), still grows with inversion over the range treated here.

The approximation requires \(w\gg1\) and an electron-dominated region much narrower than \(w\) in units of \(u\). It errs low: the replaced integrand decreases as \(u-1\) increases, and \(u-1\) was replaced by its largest value.

**Separate weak-inversion check.** When electrons barely affect the field, \(F\simeq\sqrt{u-1}\) where the integrand matters. Starting the integral at \(u=1\) changes it negligibly, so

\[
Q_i\simeq\frac{Ar}{2}\int_1^{u_s}\frac{e^u}{\sqrt{u-1}}\,du.
\]

Set \(u=1+v^2\), with \(du=2v\,dv\):

\[
Q_i\simeq Are\int_0^{\sqrt w}e^{v^2}dv
=Are^{u_s}D(\sqrt w),
\]

where \(D(a)=e^{-a^2}\int_0^a e^{v^2}dv\) is the Dawson function. In the same limit, expansion of the square root gives

\[
Q_{cs}\simeq\frac{Are^{u_s}}{2\sqrt w}.
\]

For large argument, \(D(a)=\frac1{2a}\left(1+\frac1{2a^2}+\frac3{4a^4}+\cdots\right)\). Therefore

\[
\frac{Q_i}{Q_{cs}}=2\sqrt w\,D(\sqrt w)
=1+\frac1{2w}+\frac3{4w^2}+\cdots.
\]

The first correction agrees with the general formula. It also has a simple spatial meaning. Since \(A^2/2=q\varepsilon p_0\phi_t\) and \(E_s\simeq A\sqrt w/\varepsilon\), the weak-inversion sheet charge equals \(qn_s\phi_t/E_s\), where \(n_s\) is the surface electron density. This is the charge of an exponential layer in a uniform field. The actual field falls with depth, so the layer extends slightly further and holds more electrons.

### (d) Numerical comparison

The parameters give \(\phi_t=0.02585\) V, \(u_F=16.118\), \(2\phi_F=0.8334\) V and \(A=0.02929\ \mathrm{\mu C/cm^2}\).

At \(\psi_s=2\phi_F\), \(u_s=32.236\), \(w=31.236\), and the exponential is one. Thus

\[
Q_{cs}=0.02929(\sqrt{32.236}-\sqrt{31.236})
=2.600\times10^{-3}\ \mathrm{\mu C/cm^2}.
\]

The integral gives \(2.644\times10^{-3}\ \mathrm{\mu C/cm^2}\), so the shortfall is 1.68%. For the formula, \(z=0.0888/(2\times5.589)=0.0079\), which gives 1.59%.

At 1.00 V, the surface density is \(6.30\times10^{19}\ \mathrm{cm^{-3}}\), so \(e^{u_s-2u_F}=n_s/p_0\simeq630\). With \(w=37.7\),

\[
Q_{cs}=0.02929(\sqrt{667.7}-\sqrt{37.7})
\simeq0.577\ \mathrm{\mu C/cm^2}.
\]

Here \(z\simeq1.60\), and the predicted shortfall is \(\ln(2.60)/(2\times37.7\times1.60)\simeq0.79\%\).

Charges in the table are in \(\mathrm{\mu C/cm^2}\). Their digits serve to resolve the difference between the expressions, not to claim that accuracy for a device.

| \(\psi_s\) (V) | \(Q_i\) | \(Q_{cs}\) | \(\delta\) (%) | formula (%) |
|---|---|---|---|---|
| 0.4500 | 1.356e-9 | 1.312e-9 | 3.38 | 3.05 |
| 0.6000 | 3.823e-7 | 3.733e-7 | 2.42 | 2.25 |
| 0.7500 | 1.121e-4 | 1.100e-4 | 1.89 | 1.78 |
| 0.8334 | 2.644e-3 | 2.600e-3 | 1.68 | 1.59 |
| 0.9000 | 3.089e-2 | 3.044e-2 | 1.49 | 1.42 |
| 0.9500 | 0.1566 | 0.1547 | 1.22 | 1.16 |
| 1.0000 | 0.5819 | 0.5771 | 0.84 | 0.79 |
| 1.0400 | 1.4286 | 1.4207 | 0.55 | 0.52 |

As main results, the integrated electron densities at 0.60 V, \(2\phi_F\) and 1.00 V are \(2.39\times10^6\), \(1.65\times10^{10}\) and \(3.63\times10^{12}\ \mathrm{cm^{-2}}\). The sheet values are \(2.33\times10^6\), \(1.62\times10^{10}\) and \(3.60\times10^{12}\ \mathrm{cm^{-2}}\).

The charge changes by nine orders of magnitude while the shortfall falls from 3.4% to 0.6%. The formula is low in every row, as its derivation requires. At 0.60 V, \(w=22.2\): the first two Dawson corrections are 2.25% and 0.15%, which together account for nearly all of the 2.42%.

As a test of the change of variable, Poisson's second-order equation was also integrated numerically in depth while the excess electrons were accumulated. At all eight potentials, the resulting electron charge agrees with the integral over potential to within one part in \(10^6\).

**The thermal voltage in the depletion root.** The term \(-1\) in \(u_s-1\) represents \(-\phi_t\) in the depletion potential. It comes from holes at the depletion edge, whose density does not fall abruptly to zero. If it is kept in the total charge but dropped from the depletion charge, the result is

\[
Q_{\rm mixed}=A\left[\sqrt{u_s-1+e^{u_s-2u_F}}-\sqrt{u_s}\right].
\]

Its sign is that of \(e^{u_s-2u_F}-1\). It is negative throughout weak inversion and vanishes at \(2\phi_F\). At 0.75 V it gives \(-2.63\times10^{-3}\ \mathrm{\mu C/cm^2}\), 23.5 times the correct charge in magnitude and of the wrong sign. A small relative error in the depletion charge is fatal when a much smaller electron charge is obtained by subtraction.

Dropping \(-1\) from both roots preserves the positive sign. In weak inversion the expression becomes \(Ae^{u_s-2u_F}/(2\sqrt{u_s})\). Relative to it, the integrated charge is larger by

\[
\sqrt{\frac{w+1}{w}}\left(1+\frac1{2w}\right)-1\simeq\frac1w,
\]

twice the leading charge-sheet shortfall. At 0.60 V the computed value is 4.70%, against 2.42% with \(\phi_t\) retained. At 1.00 V the values are 1.15% and 0.84%.

### (e) What the classical comparison leaves out

**Degeneracy.** At 1.00 V, the Boltzmann surface density exceeds the effective conduction-band density, \(2.74\times10^{19}\ \mathrm{cm^{-3}}\), calculated from silicon's longitudinal and transverse masses. Boltzmann statistics therefore fail near the surface. With Fermi–Dirac electrons in both Poisson's equation and the charge integral, \(Q_i\) falls to \(0.491\ \mathrm{\mu C/cm^2}\), which is 16% below the Boltzmann value at the same surface potential (14% if the band density is taken as \(3.2\times10^{19}\ \mathrm{cm^{-3}}\)). The same correction is 4% at 0.95 V and 33% at 1.04 V, so in the last three rows of the table it exceeds the charge-sheet error. A charge-sheet subtraction using the same Fermi–Dirac total charge falls short by 0.97%. The subtraction remains good even though the Boltzmann exponential does not.

**Confinement.** At 0.75 V the surface field is 0.150 MV/cm and the classical layer depth \(\phi_t/E_s\) is 1.7 nm. A triangular-well estimate for a (100) surface puts the lowest subband 0.049 eV above the conduction-band edge at the interface. Summing the subbands gives 0.34 times the classical charge, equivalent to a 28 mV shift in surface potential. These digits depend on the well: the curved depletion potential with a hard wall gives 0.36 (27 mV), and a finite 3.1 eV oxide barrier gives about 0.41 (23 mV). This is far larger than the 1.9% charge-sheet error.

In weak inversion the electron charge is a negligible part of the total, so this reduction also applies at nearly fixed gate voltage. In strong inversion that inference fails, because the surface potential readjusts when electrons are removed. At a fixed 1.00 V, a rougher well with an average field gives about \(1.1\times10^{12}\ \mathrm{cm^{-2}}\), or 0.30 of the Boltzmann value. A self-consistent Schrödinger–Poisson solution gives 0.27 with a hard wall and 0.30 with a finite oxide barrier. That ratio includes degeneracy and should not be read as a reduction at fixed gate voltage.

**Doping, temperature and oxide field.** For a rough boron level of 0.045 eV and a valence-band density of \(2.7\times10^{19}\ \mathrm{cm^{-3}}\), about 93% of the bulk acceptors are ionised, and \(\phi_F\) changes by about \(-2\) mV. At 400 K, with a rough constant gap of 1.12 eV, \(2\phi_F\) falls to 0.708 V. The shortfall at that new \(2\phi_F\) rises to 2.8%, because \(w\) is smaller. The constant gap underestimates \(n_i\) at 400 K: letting the gap shrink with temperature gives \(n_i\simeq5\times10^{12}\ \mathrm{cm^{-3}}\), \(2\phi_F\simeq0.68\) V and a shortfall of 2.9%. At 300 K and \(\psi_s=1.04\) V, the Boltzmann charge implies a field of about 5 MV/cm in a silicon dioxide gate insulator, below a rough breakdown field of 10 MV/cm. Degeneracy lowers the charge at this surface potential, so the estimate is on the high side.

**Relation to a real transistor.** Of the two corrections to the electron density sized above at fixed surface potential, confinement is the larger. At 1.00 V, degeneracy alone removes 16% of the Boltzmann charge, whereas the rough estimate with both effects removes about 70%. At 0.75 V, where degeneracy is negligible, confinement alone removes about 60% to 66%, depending on the well and barrier assumed. Gate depletion, interface traps, bandgap narrowing, nonuniform doping and two-dimensional fields in short channels have not been sized. The few-per-cent agreement in the table therefore measures the accuracy of the charge-sheet approximation within classical one-dimensional electrostatics. It does not measure the accuracy of either charge for a fabricated device. The numerical output gives the remaining digits.

## Numbers as computed

```
Temperature 300 K, acceptors 1.0e+17 cm^-3, rough ni 1.0e+10 cm^-3
Relative permittivity: silicon 11.7, oxide 3.9
phi_t = 0.02585 V, phi_F = 0.4167 V, 2phi_F = 0.8334 V
uF = 16.118, charge scale A = 0.02929 uC/cm^2
Shortfall = integrated/expression - 1
psi_s V | Qi uC/cm2 | Qcs uC/cm2 | shortfall % | predicted % | no-phi_t %
0.4500 | 1.35629e-09 | 1.31193e-09 | 3.382 | 3.048 | 6.486
0.6000 | 3.82338e-07 | 3.73289e-07 | 2.424 | 2.251 | 4.704
0.7500 | 1.12076e-04 | 1.09997e-04 | 1.890 | 1.785 | 3.692
0.8334 | 2.64374e-03 | 2.60010e-03 | 1.678 | 1.594 | 3.268
0.9000 | 3.08879e-02 | 3.04356e-02 | 1.486 | 1.416 | 2.751
0.9500 | 1.56605e-01 | 1.54724e-01 | 1.216 | 1.158 | 1.964
1.0000 | 5.81881e-01 | 5.77063e-01 | 0.835 | 0.792 | 1.151
1.0400 | 1.42858e+00 | 1.42072e+00 | 0.553 | 0.521 | 0.699
Dawson form at 0.60 V: 3.82338e-07 uC/cm^2
Electrons at 0.6000 V: integrated 2.3864e+06, sheet 2.3299e+06 cm^-2
Electrons at 0.8334 V: integrated 1.6501e+10, sheet 1.6229e+10 cm^-2
Electrons at 1.0000 V: integrated 3.6318e+12, sheet 3.6017e+12 cm^-2
phi_t dropped only in depletion root, 0.75 V: -0.00263 uC/cm^2
That mixed expression vanishes at 0.8334 V
Conduction-band Nc from masses 0.916, 0.19: 2.738e+19 cm^-3
Boltzmann surface density at 1.00 V: 6.299e+19 cm^-3
Fermi-Dirac Qi at 1.00 V: 0.4914 uC/cm^2, ratio to Boltzmann 0.8446
Charge-sheet shortfall with Fermi-Dirac: 0.965 %
Surface field at 0.75 V: 0.1498 MV/cm
Classical layer depth phi_t/field at 0.75 V: 1.726 nm
Lowest subband at 0.75 V: 0.0492 eV
Confined/classical charge at 0.75 V: 0.339, equivalent shift 28.0 mV
Rough confined density at 1.00 V: 1.09e+12 cm^-2, ratio to Boltzmann 0.30
Ionised bulk fraction (rough level 0.045 eV, Nv 2.7e+19 cm^-3): 0.927
Resulting phi_F change: -1.95 mV
At 400 K (rough gap 1.12 eV): ni 3.46e+12 cm^-3, 2phi_F 0.7081 V
Shortfall at 2phi_F and 400 K: 2.769 %
Oxide field at 1.04 V: 4.65 MV/cm
```
